# Why lanthanide metals change stacking as the d-band filling falls

## A small change of filling reverses the order

In a model metal with three valence electrons per atom, the ion core shrinks from 1.90 to 1.65 bohr while the atomic sphere shrinks from 3.90 to 3.60 bohr. The number of d electrons falls from 1.98 to 1.59. The energy of hcp relative to dhcp then goes from \(+0.72\) to \(-0.72\) mHa per atom. Why should 0.4 of an electron reverse the order of two structures in which every atom has twelve neighbours at the same distance? And why should a shrinking core remove d electrons?

The trivalent lanthanide metals pose the same questions. Under ordinary conditions the light ones are mostly dhcp, samarium has its own nine-layer stacking, and the heavy ones from gadolinium on are hcp. Europium and ytterbium are divalent, and cerium has a 4f anomaly; they lie outside the argument. The 4f electrons are treated here as part of an inert core.

Two contributions must be separated: the dependence of the stacking energy on the d filling \(N_d\), and the dependence of \(N_d\) on the core. Hartree atomic units are used, \(w\) is the atomic-sphere radius, and \(N_d\) counts both spins.

## What remains when only the stacking changes

Let \(U[n]\) be the density-functional energy apart from the kinetic energy of the independent electrons. Choose a trial density \(n_0\) and its potential \(v=\delta U/\delta n\) at \(n_0\). Solving for the electrons in \(v\) gives levels \(e_i\) and a density \(n\). Their kinetic energy is \(\sum e_i-\int vn\), so

\[
E=\sum_i^{\rm occ}e_i-\int vn+U[n].
\]

Expanding \(U\) about \(n_0\) gives \(U[n]=U[n_0]+\int v(n-n_0)+O((n-n_0)^2)\). The terms \(\int vn\) cancel:

\[
E=\sum_i^{\rm occ}e_i+U[n_0]-\int vn_0+O((n-n_0)^2).
\]

Take \(n_0\) to be the same neutral, spherical atomic charge in every stacking, at the same volume. In the atomic-sphere approximation such spheres do not interact electrostatically, so the terms in \(n_0\) cancel between structures. To this order, the difference of band sums is left.

The sp energy is assumed not to depend on the stacking. The total is then \(E_{sp}(3-N_d)+E_d(N_d)\), minimized over \(N_d\). Because it is stationary there, a small change of \(E_d\) between stackings changes the minimum, to first order, by the change of \(E_d\) at fixed \(N_d\). To this order, stackings may therefore be compared at equal d filling; the second-order remainder is estimated after the final table.

## The canonical d band

Between the atoms the kinetic energy is set to zero, so the wave obeys Laplace's equation. A d wave with logarithmic derivative \(D\) at \(w\) continues outward as \(a(r/w)^2+b(w/r)^3\). Unit value and slope \(D\) at the sphere require

\[
a+b=1,\quad 2a-3b=D
\quad\Rightarrow\quad
a=\frac{D+3}{5},\quad b=\frac{2-D}{5}.
\]

The decaying parts are tails centred on the atoms. The growing part at one atom must be supplied by the tails of all the others.

Put the observer at distance \(R\) along \(z\) from the source, with local coordinates \(x,y,z\). The \(l=2\) part of each tail follows by expansion near the axis:

\[
\begin{aligned}
m=0:&\quad (R+z)^{-3}\to 6z^2/R^5,\\
|m|=1:&\quad x(R+z)^{-4}\to -4xz/R^5,\\
|m|=2:&\quad (x^2-y^2)/R^5 .
\end{aligned}
\]

The growing harmonics are \(z^2\) on the axis, \(xz\) and \(x^2-y^2\), so the coefficients are \(6,-4,1\). Define \(S\) as \(-10\) times the coefficient, with lengths in units of \(w\):

\[
(dd\sigma,dd\pi,dd\delta)=(-60,40,-10)\left(\frac wR\right)^5 .
\]

A projection by quadrature over a sphere confirms this matrix for a general direction.

If \(c_j\) is the tail amplitude at atom \(j\), the matching condition is \((a/b)c_j=-\tfrac1{10}\sum_iS_{ji}c_i\). Inserting \(a/b=(D+3)/(2-D)\) gives

\[
P(e)\,c_j=\sum_iS_{ji}c_i,\qquad P=10\,\frac{D+3}{D-2}.
\]

Near the level \(C\) where \(D=-3\), \(P\simeq(e-C)/\Delta\). This linear form is kept for the whole band, which is an approximation for the filled levels far below \(C\). In a crystal \(S\) becomes a Bloch sum, and its eigenvalues \(s\) give

\[
e=C+\Delta s .
\]

Coupling to other angular momenta has been dropped. At given \(N_d\), the term \(CN_d\) is the same for all stackings and \(\Delta>0\) multiplies every difference. The order of the structures therefore depends on geometry and filling alone, within this canonical model.

## Contribution one: filling selects the stacking

Each close-packed layer sits in position A, B or C. Write \(+\) for a step A→B→C→A and \(-\) for the reverse. Then fcc repeats \(+\), hcp repeats \(+-\), dhcp repeats \(++--\), and the samarium type repeats \(++-\). All are given the ideal axial ratio and are sampled on one common mesh of wavevectors.

Canonical energies per atom, relative to fcc, are:

| \(N_d\) | hcp | Sm type | dhcp |
|---|---|---|---|
| 1.4 | −0.218 | −0.164 | −0.124 |
| 1.8 | −0.090 | −0.123 | −0.090 |
| 2.2 | +0.062 | −0.013 | −0.051 |
| 2.6 | +0.135 | +0.063 | +0.005 |

Between 1.0 and 2.8 electrons, the lowest of these four structures is hcp up to 1.62, the samarium type from 1.63 to 1.97, dhcp from 1.98 to 2.57, and fcc above that. Read downward in filling, this contains the lanthanide order: dhcp, samarium type, hcp. The statement holds among these four only. Longer repeats compete at the boundaries: \(++--++-\) comes out lowest from about 1.97 to 2.00 and \(+++---\) from about 2.57 to 2.60, by margins of a few thousandths at most, which is no more than the mesh uncertainty.

A coarser mesh with a shorter range of \(S\) changes the energies relative to fcc by at most 0.0026 in this interval. A difference between two other stackings could then change by about 0.005. Near both edges of the samarium window the competing curves separate at about 0.2 per electron, so an error of that size would move an edge by about 0.03 electron.

### Why hcp loses as electrons are added

Adding \(dN\) electrons at the Fermi level adds energy \(E_F\,dN\), so \(dE/dN=E_F\) and

\[
\frac{d}{dN_d}(E_{\rm hcp}-E_{\rm dhcp})
=E_F^{\rm hcp}-E_F^{\rm dhcp}.
\]

At the hcp–dhcp crossing, \(N_d=1.80\), the computed slope is 0.313 and the Fermi-level difference is 0.306. They agree to about 2 per cent. The remainder comes from the smearing of the levels: as it is removed, the Fermi-level difference rises to about 0.312. Added electrons enter hcp at a higher level than dhcp, and this removes its advantage.

The advantage was acquired earlier. Both energies vanish at zero filling. At \(N_d=1\) the difference hcp minus dhcp is \(-0.222+0.104=-0.118\), so the first electron entered hcp at a level lower by 0.118 on average. At \(N_d=2\) the difference is \(+0.061\), so the second entered hcp at a level higher by \(0.061+0.118\simeq0.18\) on average.

Some repayment is unavoidable. The matrix \(S\) has no on-site term, so its band average is zero and a full band has zero canonical energy in every stacking. The Fermi-level difference integrated from 0 to 10 electrons is therefore zero, and it must change sign if it is not zero throughout. This argument does not fix where the sign changes; the computed bands do.

### Why other stackings come between hcp and fcc

Assign \(\sigma_i=\pm1\) to the steps and try a pair form for the stacking energy per layer,

\[
E=E_0-\sum_nJ_n\langle\sigma_i\sigma_{i+n}\rangle .
\]

Averaging over the four sequences, through \(n=4\), gives

\[
\begin{aligned}
E_{\rm fcc}-E_0&=-J_1-J_2-J_3-J_4,\\
E_{\rm hcp}-E_0&=J_1-J_2+J_3-J_4,\\
E_{\rm dhcp}-E_0&=J_2-J_4,\\
E_{\rm Sm}-E_0&=\tfrac13(J_1+J_2+J_4)-J_3 .
\end{aligned}
\]

Subtraction yields \(E_{\rm hcp}-E_{\rm fcc}=2(J_1+J_3)\) and \(E_{\rm dhcp}-E_{\rm fcc}=J_1+J_3+2J_2\). Where hcp and fcc are degenerate, \(J_1+J_3=0\) and dhcp differs from both by \(2J_2\). Interpolating the computed energies puts this point near \(N_d=2.03\). At \(N_d=2.0\),

\[
2J_2=-0.072-\tfrac12(-0.011)\simeq-0.066 .
\]

The negative \(J_2\) favours opposite signs for steps two apart, which is the pattern \(++--\). In this description, dhcp separates hcp from fcc because \(J_1+J_3\) passes through zero at a filling where \(J_2\) is negative.

The samarium type needs a finer argument. From the four energies,

\[
E_{\rm Sm}-\frac{2E_{\rm dhcp}+E_{\rm hcp}}3
=\frac43(J_4-J_3).
\]

With \(J_1\) and \(J_2\) alone the right side is zero. The samarium type would then lie on the chord between dhcp and hcp, degenerate with both at their crossing and never the single lowest structure. The computed energy there is \(0.033\) below both, so \(J_3-J_4=\tfrac34(0.033)\simeq0.025\) if the pair form is kept through \(n=4\). Longer pair terms and products of four steps could also contribute; the four energies do not distinguish them. The truncated form is only approximate: fitted to eight stackings at this filling, it gives \(J_3-J_4\simeq0.018\) and leaves residuals up to 0.007.

For fillings from 1 to 9, the rms departure from the chord is 0.016, against 0.159 for the rms hcp–fcc difference. The terms beyond \(J_1\) and \(J_2\) thus move the samarium type off the chord by about a tenth of the typical hcp–fcc difference. This is enough to open a window because hcp and dhcp are degenerate at their crossing.

## Contribution two: the core sets the filling

### The sp electrons gain room

Represent the core by an impenetrable sphere of radius \(r_c\) for an s wave in an otherwise flat potential. This stands for orthogonality to the core states. With \(u=r\psi\), the condition at the core gives \(u=\sin k(r-r_c)\). The bottom of the band has \(\psi'(w)=0\), hence \(u'(w)=u(w)/w\), and

\[
\tan[k(w-r_c)]=kw .
\]

Set \(x=r_c/w\) and \(y=kw\). The energy times \(w^2\) is \(B=y^2/2\), where \(\tan[(1-x)y]=y\). An independent finite-difference solution of the radial equation reproduces it.

A smaller core cannot raise \(B\): any trial wave allowed outside the larger core remains allowed outside the smaller one when extended by zero. For a small core, expanding the tangent to third order gives \((1-x)y+y^3/3\simeq y\), so \(y^2\simeq3x\) and \(B\simeq3x/2\). At \(x=0.487\) this would give 0.73, while the full equation gives 2.52. The small-core formula gives the sign of the trend, but both its value and its slope are far too small here: between the two ends of the path used below, \(B\) changes by about 13 per unit of \(x\), not by 1.5.

### The d band narrows

The width parameter follows from \(P\). At \(D=-3\),

\[
\frac1\Delta=\frac{dP}{de}
=-\frac{50}{(D-2)^2}\frac{dD}{de}
=-2\frac{dD}{de}.
\]

Now let \(u\) be the radial d function. Differentiating its equation with respect to energy and integrating from 0 to \(w\) gives \(d(u'/u)/de=-2\int_0^wu^2dr/u(w)^2\). Since \(D=wu'/u-1\), a function \(\phi=u/r\) normalized in the sphere gives

\[
\Delta=\frac{w\,\phi(w)^2}{4}.
\]

If the d function has one size \(r_d\) and a tail \(\phi\propto r_d^{3/2}/r^3\), then \(\Delta\propto r_d^3/w^5\). The further assumption \(r_d\propto r_c\) gives

\[
w^2\Delta\propto x^3 .
\]

The d centre measured from the flat potential is taken as \(C=\gamma/w^2\), with \(\gamma\) constant. This is also a model assumption, not a property derived from lanthanide atoms. All energies then scale as \(1/w^2\), and \(N_d\) depends on the ratio \(x\) alone.

### The common Fermi level

For free sp electrons above their bottom, \(N_{sp}=(4\pi w^3/3)k_F^3/(3\pi^2)=4(k_Fw)^3/(9\pi)\). Let \(\mu(N_d)\) be the canonical d Fermi level, taken from fcc for every stacking, and \(\delta=w^2\Delta\). Equality of the two levels, times \(w^2\), reads

\[
\gamma+\delta\,\mu(N_d)
=B+\frac12\left[\frac{9\pi}{4}(3-N_d)\right]^{2/3}.
\]

Call the last term \(T\). A small change obeys

\[
\left(\delta\frac{d\mu}{dN_d}+\frac{dT}{dN_{sp}}\right)dN_d
=dB-\mu\,d\delta .
\]

The bracket is positive, because each Fermi level rises with its own filling. Core contraction makes \(dB<0\). It also makes \(d\delta<0\), and \(\mu<0\) at the fillings used here, so the second term is negative too. Both causes lower \(N_d\): sp states become cheaper, and the occupied lower part of the d band moves up towards its centre.

## Weighing the two causes

The model uses \(\delta=0.18\) Ha bohr² at mid path. The d centre, \(\gamma=5.79\) Ha bohr², is set so that the hcp–dhcp crossing lies there. The place of the crossing is therefore an input. The change in filling is calculated, but its direction and size depend on the assumed law \(C=\gamma/w^2\).

At the start \(N_{sp}=3-1.983=1.017\), so

\[
T=\tfrac12(7.069\times1.017)^{2/3}=1.86,\qquad
\mu=\frac{2.52+1.86-5.79}{0.196}\simeq-7.2 .
\]

At the end the same arithmetic, with \(N_{sp}=1.407\), \(B=2.14\) and \(\delta=0.163\), gives \(T=2.31\) and \(\mu\simeq-8.2\).

The driving terms can now be compared. The sp bottom contributes \(dB=2.14-2.52=-0.38\). With the mean \(\mu\simeq-7.7\), the width contributes \(7.7(0.163-0.196)\simeq-0.25\). For the response, \(d\mu/dN_d\simeq1.0/0.39\simeq2.6\), and \(dT/dN_{sp}=2T/(3N_{sp})\) averages 1.16. The bracket is \(0.18\times2.6+1.16\simeq1.63\), so

\[
dN_d\simeq\frac{-0.38-0.25}{1.63}\simeq-0.39 ,
\]

which recovers the fall in the full solution. The fillings and \(\mu\) were taken from that solution, so the estimate shows the weight of each term and is not an independent test.

Changing one cause at a time gives the same weighting. With the sp bottom alone changed, \(N_d\) falls from 1.98 to 1.76, by 0.22. With the d width alone changed, it falls to 1.84, by 0.14. The sum is 0.37; the remaining 0.02 of the full fall of 0.39 comes from the two acting together. With \(\delta=0.18\) Ha bohr² at mid path, core exclusion is the larger cause. A wider d band gives narrowing more weight, and at \(\delta=0.30\) Ha bohr² narrowing becomes slightly the larger.

Both causes are measured here in energies multiplied by \(w^2\). In hartree, the sp bottom and \(\Delta\) hardly change along the path, from 0.166 to 0.165 and from 0.0129 to 0.0126, because the shrinking sphere offsets the shrinking core. The d centre \(\gamma/w^2\) meanwhile rises from 0.38 to 0.45. The sp bottom and the d width thus fall relative to the general scale \(1/w^2\), and in the scaled model this relative fall lowers \(N_d\). The assumed rise of the d centre is essential. If \(C\) stayed fixed in hartree, the kinetic energy of the sp electrons would still grow as the sphere shrinks, and \(N_d\) would rise along this path.

Along the path the energies relative to dhcp, in mHa per atom, are:

| \(r_c/w\) | \(N_d\) | hcp | Sm type |
|---|---|---|---|
| 0.487 | 1.98 | +0.72 | +0.02 |
| 0.480 | 1.89 | +0.38 | −0.21 |
| 0.473 | 1.80 | 0.00 | −0.43 |
| 0.466 | 1.70 | −0.38 | −0.58 |
| 0.458 | 1.59 | −0.72 | −0.63 |

One canonical unit at mid path is \(0.18/3.75^2=0.0128\) Ha, or 12.8 mHa. The samarium advantage of 0.033 thus becomes 0.43 mHa. At the start, the 0.02 mHa between dhcp and the samarium type is smaller than the mesh uncertainty, about 0.07 mHa for a difference of this kind. That point lies at the boundary; dhcp is clearly lowest at \(N_d=2.2\). The start value for hcp, 0.72 mHa, is about 20 meV.

These energies are compared at equal filling. If the d Fermi level of a stacking differs from that of fcc by \(\Delta\mu\) canonical units, readjusting its own filling lowers its energy further by about \((\delta\Delta\mu)^2/(2\times1.63\,w^2)\), where 1.63 is the bracket found above. For hcp at mid path, the canonical energies at 1.6 and 2.0 electrons give \(\Delta\mu\simeq(-0.011+0.163)/0.4=0.38\), and the gain is about 0.10 mHa. It moves the hcp–dhcp crossing up by about 0.03 electron and leaves the reversal in place. For the samarium type at the start the gain is about 0.06 mHa, more than the 0.02 mHa that separates it from dhcp, so the model does not decide between these two at that point.

## The reverse case, and where the argument stops

Contraction of the atom does not by itself lower \(N_d\). Keep the core of the end point at 1.65 bohr and compress the sphere from 3.60 to 3.40 bohr. The ratio \(r_c/w\) rises from 0.458 to 0.485, and \(N_d\) rises from 1.59 to 1.96. The metal moves back from hcp to the upper edge of the samarium window. With \(C=\gamma/w^2\), what matters is whether the core or the sphere shrinks faster in proportion.

The model does not reproduce the lengths of the lanthanide ranges. Its samarium window is 0.35 electron wide, nearly as wide as the whole path, whereas a single trivalent element has this structure at ordinary conditions. The filling may change more along the real series, or neglected energies may narrow the window; the present calculation cannot decide.

Those neglected energies include sp–d hybridization, the dependence of the sp energy on stacking, spin–orbit coupling, magnetism and relaxation of the axial ratio. The hcp, dhcp and samarium-type energies differ by less than 1 mHa along the whole path, so terms of that size can move a boundary or close a narrow window. The axial ratio is one such term. With a common layer spacing corresponding to \(c/a=1.59\) in place of the ideal 1.633, hcp falls relative to dhcp by about 0.5 mHa at \(N_d=1.6\) and 0.3 mHa at 1.8, and the samarium window runs from 1.73 to 1.99; the order of the structures is unchanged. The argument also fails if the valence changes or the 4f electrons join the bonding. Within its limits, and if the d centre rises as \(1/w^2\), it gives the direction: a core shrinking faster than its atomic sphere lowers the d filling, and a lower filling carries the stacking from dhcp through the samarium type to hcp. The numerical output gives the remaining fillings and energies.

## Calculated quantities

```
Neighbour distance / sphere radius: 1.8094
Two-centre matrix, largest projection error: 8.4e-14
fcc canonical band, lowest sampled level: -16.392
fcc canonical band, highest sampled level: 10.941
dhcp second moment per orbital, bands: 45.8243
dhcp second moment per orbital, real space: 45.8243
Largest mesh-and-cutoff change of differences: 0.00260
hcp-dhcp at N_d=2, smeared / sorted filling: 0.06070 / 0.06061
Canonical energies per atom relative to fcc (dimensionless):
  N_d=1.0: hcp -0.22173, Sm-type -0.11939, dhcp -0.10423
  N_d=1.2: hcp -0.24390, Sm-type -0.15048, dhcp -0.12838
  N_d=1.4: hcp -0.21795, Sm-type -0.16374, dhcp -0.12447
  N_d=1.6: hcp -0.16266, Sm-type -0.15706, dhcp -0.10737
  N_d=1.8: hcp -0.09002, Sm-type -0.12349, dhcp -0.09030
  N_d=2.0: hcp -0.01100, Sm-type -0.06705, dhcp -0.07171
  N_d=2.2: hcp +0.06223, Sm-type -0.01268, dhcp -0.05064
  N_d=2.4: hcp +0.11029, Sm-type +0.02983, dhcp -0.02973
  N_d=2.6: hcp +0.13535, Sm-type +0.06326, dhcp +0.00504
  N_d=2.8: hcp +0.15600, Sm-type +0.09833, dhcp +0.06807
Lowest stacking for N_d 1.0 to 2.8 (4 windows, at most 10 shown):
  N_d 1.00 to 1.62: hcp
  N_d 1.63 to 1.97: Sm-type
  N_d 1.98 to 2.57: dhcp
  N_d 2.58 to 2.80: fcc
hcp-dhcp crossing: N_d = 1.7991
  Sm-type minus dhcp there: -0.03334
  fcc minus dhcp there: +0.09038
Slope of hcp-dhcp / Fermi-level gap there: 0.3129 / 0.3063
Rms Sm departure from chord / rms hcp-fcc, N_d 1 to 9: 0.01602 / 0.15948
Model d scale times w^2 at mid path: 0.18 Ha bohr^2
Model d centre times w^2: 5.7894 Ha bohr^2
sp bottom times w^2, start / end: 2.5230 / 2.1396 Ha bohr^2
d scale times w^2, start / end: 0.1963 / 0.1634 Ha bohr^2
Model path; energies per atom relative to dhcp in mHa:
  r_c=1.9000 bohr, w=3.900 bohr, r_c/w=0.4872, N_d=1.9831
    hcp +0.7200, Sm-type +0.0188, fcc +0.9481; lowest dhcp
  r_c=1.8375 bohr, w=3.825 bohr, r_c/w=0.4804, N_d=1.8938
    hcp +0.3784, Sm-type -0.2062, fcc +1.0573; lowest Sm-type
  r_c=1.7750 bohr, w=3.750 bohr, r_c/w=0.4733, N_d=1.7991
    hcp -0.0000, Sm-type -0.4267, fcc +1.1568; lowest Sm-type
  r_c=1.7125 bohr, w=3.675 bohr, r_c/w=0.4660, N_d=1.6987
    hcp -0.3782, Sm-type -0.5781, fcc +1.2563; lowest Sm-type
  r_c=1.6500 bohr, w=3.600 bohr, r_c/w=0.4583, N_d=1.5926
    hcp -0.7193, Sm-type -0.6270, fcc +1.3621; lowest hcp
Final N_d if only sp bottom changes: 1.7592
Final N_d if only d width changes: 1.8403
Compressed end point, w=3.40 bohr: N_d=1.9585
Start-point hcp minus dhcp: +19.592 meV per atom
```
